# The Becke-Johnson potential: gas coefficient, asymptotic constant and the hydrogen atom

A self-consistent Becke-Johnson calculation of the hydrogen atom gives the correct density, but the orbital energy comes out as −0.2945 hartree instead of −0.5. Read as minus the ionization energy, it is wrong by 41 % of the true value. The fault is not in the orbital: the potential does not vanish at infinity, and the eigenvalue is measured from the wrong zero. To use such eigenvalues one must know the limit of the potential, and that limit depends on the HOMO energy itself.

## Setting

Hartree atomic units are used, and every quantity belongs to one spin channel unless stated otherwise. With occupied orbitals \(\phi_i\),

\[
\rho=\sum_i|\phi_i|^2,\qquad \tau=\sum_i|\nabla\phi_i|^2,\qquad \gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r').
\]

There is no factor ½ in \(\tau\). The Becke-Johnson potential adds a correction to the Slater potential \(v_S\), the Coulomb potential of the exact exchange hole:

\[
v_{BJ}=v_S+C\sqrt{\tau/\rho},\qquad
v_S(\mathbf r)=-\frac1{\rho(\mathbf r)}\int\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r' .
\]

For finite systems I assume:

- **A1.** An atom or ion with nuclear charge \(Z\) and \(N\) electrons of both spins is treated in a central field. Subshells are filled, or else \(\rho\), \(\tau\) and the integral in \(v_S\) are each averaged over angles.
- **A2.** The orbitals solve the Kohn-Sham equation with \(v=-Z/r+v_H+v_{BJ}\), where \(v_H\) is the Hartree potential and correlation is left out. At large \(r\), \(v=v_\infty-q/r+O(r^{-2})\).
- **A3.** The highest occupied subshell (HOMO) is not degenerate with another subshell. Its eigenvalue \(\varepsilon\), as it comes out of the equation, is negative.

## Theorem

(a) The potential is correct for the uniform gas if and only if \(C=\sqrt{5/12}/\pi\).

(b) Under A1 to A3, \(v_{BJ}\to v_\infty=C\kappa\) with \(\kappa=C+\sqrt{C^2-2\varepsilon}\). Moreover, with \(Q=Z-N+1\),

\[
v=C\kappa-\frac{Q+C\beta}{r}+O(r^{-2}),\qquad \beta=\frac{Q-\kappa}{\kappa-C}.
\]

(c) For the hydrogen ground state, \(v_{BJ}\) is the exact exchange potential plus \(C\) at every point \(r>0\) (at the nucleus the cusp leaves the gradient undefined).

## Proof of (a)

Plane waves fill a sphere of radius \(k_F\), so \(\rho=k_F^3/(6\pi^2)\). With \(s=|\mathbf r-\mathbf r'|\) and \(x=k_Fs\),

\[
\gamma=\frac1{2\pi^2}\int_0^{k_F}k^2\,\frac{\sin ks}{ks}\,dk
=\frac{\sin x-x\cos x}{2\pi^2s^3}=3\rho\,\frac{j_1(x)}{x},
\]

where \(j_1(x)=\sin x/x^2-\cos x/x\). Since \(s\,ds=x\,dx/k_F^2\),

\[
v_S=-\frac1\rho\int_0^\infty 9\rho^2\frac{j_1^2}{x^2}\,\frac{4\pi s^2}{s}\,ds
=-\frac{36\pi\rho}{k_F^2}\int_0^\infty\frac{j_1^2}{x}\,dx .
\]

The last integral has an elementary antiderivative. With \(j_0=\sin x/x\) one has \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/x\), so

\[
\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.
\]

As \(j_0^2+j_1^2\) falls from 1 to 0, the integral is \(1/4\). Therefore

\[
v_S=-\frac{9\pi\rho}{k_F^2}=-\frac{3k_F}{2\pi}.
\]

The exchange energy per volume is \(e_x=\tfrac12\rho v_S\), the ½ preventing double counting of pairs. It is proportional to \(\rho^{4/3}\), so

\[
v_x=\frac{de_x}{d\rho}=\frac43\cdot\frac12\,v_S=\frac23v_S=-\frac{k_F}{\pi}.
\]

The Slater potential is too deep by \(v_x-v_S=k_F/(2\pi)\). The correction must supply this amount. A plane wave has \(|\nabla\phi|^2=k^2|\phi|^2\), hence

\[
\frac\tau\rho=\frac{\int_0^{k_F}k^4\,dk}{\int_0^{k_F}k^2\,dk}=\frac35k_F^2,
\qquad C\sqrt{\tfrac35}\,k_F=\frac{k_F}{2\pi}.
\]

This gives \(C=\frac1{2\pi}\sqrt{5/3}=\frac1\pi\sqrt{5/12}\). ∎

For \(k_F=1\), numerical quadrature over the hole gives \(v_S=-0.47746\), and a finite-difference derivative of \(e_x\) gives \(v_x=-0.31831\) hartree. The difference, 0.15915, divided by \(\sqrt{0.6}\) is \(C=0.2055\).

**Remark.** Under a uniform scaling of lengths, \(\sqrt{\tau/\rho}\) scales as an inverse length, as an exchange potential must. The gas fixes the coefficient of this ingredient; it does not single out the ingredient. If the kinetic energy density is defined as \(t=\tau/2\), the same correction reads \(C\sqrt{2t/\rho}\).

## Two lemmas on the tail

**Lemma 1.** Under A1 to A3, \(\sqrt{\tau/\rho}=\kappa-\beta/r+O(r^{-2})\), with \(\kappa^2=2(v_\infty-\varepsilon)\) and \(\beta=q/\kappa-1\).

*Proof.* Let \(R\) be the radial function of the HOMO and \(P=rR\). Then

\[
\frac{P''}{P}=2(v-\varepsilon)+\frac{l(l+1)}{r^2}=2(v_\infty-\varepsilon)-\frac{2q}{r}+O(r^{-2}).
\]

The decaying solution has the form \(P\sim r^ae^{-\kappa r}[1+O(1/r)]\), for which \(P''/P=\kappa^2-2\kappa a/r+O(r^{-2})\). Comparison gives \(\kappa^2=2(v_\infty-\varepsilon)\) and \(a=q/\kappa\). Dividing by \(r\) lowers the power by one, so \(R\sim r^\beta e^{-\kappa r}\) with \(\beta=a-1\), and \(R'/R=-\kappa+\beta/r+O(r^{-2})\).

Deeper orbitals feel the same \(v_\infty\) and so have larger decay constants \(\kappa_j\). Their share of \(\rho\) and \(\tau\) vanishes as \(e^{-2(\kappa_j-\kappa)r}\), up to powers of \(r\). For the HOMO subshell the angular average of \(|\nabla\phi|^2\) is \([R'^2+l(l+1)R^2/r^2]/4\pi\), and that of \(|\phi|^2\) is \(R^2/4\pi\). Therefore

\[
\frac\tau\rho=\left(\frac{R'}{R}\right)^2+\frac{l(l+1)}{r^2}=\kappa^2-\frac{2\kappa\beta}{r}+O(r^{-2}),
\]

and the square root is \(\kappa-\beta/r+O(r^{-2})\). ∎

**Lemma 2.** Under the same assumptions, \(v_S=-1/r+O(r^{-2})\).

*Proof.* The integral in \(v_S\) is a sum over pairs \(i,j\) of \(\phi_i^*\phi_j\) times the Coulomb potential of \(\phi_i\phi_j^*\). If both orbitals belong to the HOMO subshell, that potential is \(\delta_{ij}/r\) plus higher multipoles, because the orbitals are orthonormal. These pairs contribute \(\rho/r\) at leading order. A pair with one deeper orbital is smaller than \(\rho\) by \(e^{-(\kappa_j-\kappa)r}\), up to powers of \(r\), and a pair of two deeper orbitals is smaller still. Division by \(-\rho\) gives \(-1/r\). ∎

## Proof of (b)

Since \(v_H\to N/r\), the two lemmas give

\[
v=-\frac Zr+\frac Nr-\frac1r+C\left(\kappa-\frac\beta r\right)+O(r^{-2})
=C\kappa-\frac{Q+C\beta}{r}+O(r^{-2}).
\]

Thus \(v_\infty=C\kappa\) and \(q=Q+C\beta\). The first relation turns \(\kappa^2=2(v_\infty-\varepsilon)\) into

\[
\kappa^2-2C\kappa+2\varepsilon=0,\qquad \kappa=C\pm\sqrt{C^2-2\varepsilon}.
\]

For \(\varepsilon<0\) the square root exceeds \(C\). The lower sign then gives a negative \(\kappa\), which does not decay, and the upper sign gives \(\kappa>2C\). The second relation, put into \(\beta=q/\kappa-1\), gives

\[
\kappa\beta=Q+C\beta-\kappa\quad\Longrightarrow\quad\beta(\kappa-C)=Q-\kappa,
\]

where \(\kappa-C>C>0\), so the division is allowed. ∎

**Remark: which HOMO energy.** The constant is \(C\sqrt{2I}\), where \(I=v_\infty-\varepsilon=\kappa^2/2\) is the depth of the HOMO below the limit of its own potential. Putting the unshifted eigenvalue into the same formula gives \(C\sqrt{-2\varepsilon}\), which is too small. For hydrogen it would be \(0.2055\sqrt{0.589}=0.158\) instead of 0.2055 hartree.

**Remark: weakly bound HOMOs.** Solving the quadratic for the eigenvalue gives \(\varepsilon=C\kappa-\kappa^2/2\). If \(\kappa<2C\), that is \(I<2C^2\approx0.084\) hartree, then \(\varepsilon\) is positive although the orbital is bound, because it still lies below \(v_\infty\). For \(0<\varepsilon<C^2/2\) both roots are positive, and the eigenvalue alone no longer determines the constant. This is why A3 asks for \(\varepsilon<0\).

## Proof of (c)

The occupied channel holds the single orbital \(\phi=e^{-r}/\sqrt\pi\), so \(|\gamma|^2=\phi^2(\mathbf r)\phi^2(\mathbf r')\). The factor \(\phi^2(\mathbf r)\) cancels against \(\rho(\mathbf r)\), and \(v_S=-v_H\). This is the exact exchange potential of one electron, because exchange has to remove the whole self-repulsion. Explicitly,

\[
v_H=\frac1r\int_0^r4r'^2e^{-2r'}dr'+\int_r^\infty4r'e^{-2r'}dr'
\]
\[
=\frac{1-(1+2r+2r^2)e^{-2r}}{r}+(1+2r)e^{-2r}=\frac{1-(1+r)e^{-2r}}{r}.
\]

For \(r>0\) the gradient obeys \(|\nabla\phi|=\phi\), so \(\sqrt{\tau/\rho}=1\) and the correction equals \(C\) at every \(r>0\). The Kohn-Sham potential is \(-1/r+C\). Its lowest orbital is again \(\phi\), so the solution is self-consistent, with \(\varepsilon=-\tfrac12+C\). ∎

Part (b) agrees: \(\varepsilon=-\tfrac12+C\) gives \(C^2-2\varepsilon=(1-C)^2\), hence \(\kappa=1\), and \(Q=1\) gives \(\beta=0\).

A finite-difference solution on a radial grid, started from a wrong potential, converges to \(\varepsilon=-0.2945\) hartree. The error of its exchange potential is the same at all the radii shown (potentials in hartree):

| \(r\) (bohr) | exact \(v_x\) | \(v_{BJ}\) | error |
|---|---|---|---|
| 1 | −0.7293 | −0.5239 | 0.2055 |
| 5 | −0.1999 | 0.0055 | 0.2055 |
| 10 | −0.1000 | 0.1055 | 0.2055 |

The potential has become positive by 5 bohr, but its slope is that of the exact potential, so the force is still the exact attraction and the density is unaffected: a constant exerts no force. The shift is 0.2055 hartree, or 5.59 eV.

**Remark: how special hydrogen is.** Evaluate the potential on the exact orbital of another one-electron system. Its Slater part is still exact, so the error is \(C|\nabla\phi|/|\phi|\). For a spherical orbital this is constant if and only if \(|R'|=c|R|\). Where \(R\neq0\) the continuous \(R'\) cannot change sign, so \(R\propto e^{\pm cr}\), which never vanishes. Normalizability selects \(R'=-cR\), that is \(\phi\propto e^{-cr}\). The Schrödinger equation then requires the external potential

\[
\varepsilon_0+\frac{\nabla^2\phi}{2\phi}=\varepsilon_0+\frac{c^2}{2}-\frac cr,
\]

with \(\varepsilon_0\) the exact energy. This is a point nucleus of charge \(c\), up to a constant. Among spherical one-electron states the result therefore belongs to the 1s states of hydrogen-like ions, with error \(CZ\). For the ground state of a harmonic well, \(\phi\propto e^{-r^2/2}\), the error is \(Cr\): 0.2055 hartree at 1 bohr and 0.4109 at 2 bohr. It is then a spurious force as well as a shift.

## Example: the fluorine atom

Fluorine has two channels with different HOMOs: 1s2s2p³ for the majority spin and 1s2s2p² for the minority spin, with \(m=\pm1\) occupied. The exchange-only equations were solved self-consistently on the same kind of radial grid, without relativity. The Hartree potential was averaged over angles, as were the minority ingredients named in A1. These are numbers of the central-field model, without correlation.

For the majority spin the eigenvalue is \(\varepsilon=-0.4423\) hartree. With \(C^2=0.0422\),

\[
\kappa=0.2055+\sqrt{0.0422+0.8846}=1.168,\qquad C\kappa=0.240,
\]
\[
\beta=\frac{1-1.168}{1.168-0.2055}=-0.175,\qquad -C\beta=0.036 .
\]

To compare, the computed correction \(C\sqrt{\tau/\rho}\) was fitted between 16 and 28 bohr by a polynomial of third degree in \(1/r\).

| | majority | minority |
|---|---|---|
| \(\varepsilon\) (hartree) | −0.4423 | −0.3699 |
| \(\varepsilon-v_\infty\) (hartree) | −0.6824 | −0.5938 |
| \(C\kappa\), predicted (hartree) | 0.2400 | 0.2239 |
| limit, fitted (hartree) | 0.2400 | 0.2239 |
| \(-C\beta\), predicted (hartree bohr) | 0.0359 | 0.0209 |
| \(1/r\) term, fitted (hartree bohr) | 0.0358 | 0.0202 |

The constants are 6.53 eV and 6.09 eV. The fitted limits agree with the prediction to the digits shown. The eigenvalues and limits are stable to about 0.0001 hartree under changes of grid and box. The fitted \(1/r\) coefficients are less certain: with other grids, fit degrees and windows they move by 0.001 to 0.002 hartree bohr (0.034 to 0.036 for the majority spin, 0.020 to 0.021 for the minority spin). The 3 % difference between the minority coefficient and its predicted value lies within this spread.

The approach to the limit is slow. For the majority spin the correction is 0.2478 hartree at 10 bohr and 0.2429 at 20 bohr. After subtraction of \(C\kappa-C\beta/r\), there remain 0.0042 and 0.0011 hartree. The remainder falls by a factor of about four when the radius doubles, as an \(r^{-2}\) term should.

Since \(\beta\) is negative, the attractive tail about the constant is weaker than \(-1/r\): its coefficient is \(1-0.036=0.964\) for the majority spin. Subtracting the constant therefore repairs the zero of energy but not the whole asymptotic form. In hydrogen this second defect is absent because \(\beta=0\). Nor does the shift turn the fluorine levels into exact-exchange levels: the KLI potential in the same central-field model gives about −0.76 and −0.70 hartree, and unrestricted Hartree-Fock (aug-cc-pVTZ) gives highest 2p levels of −0.73 and −0.68, so the shifted values −0.682 and −0.594 remain too shallow by 0.05 to 0.11 hartree.

The two spins also have different zeros. The raw HOMO energies differ by 0.072 hartree, but the depths below the respective limits differ by 0.089. A comparison of levels across spins thus contains the difference of the two constants, 0.016 hartree.

## Where the limit fails: nodal surfaces

Without angular averaging, the HOMO may vanish on a surface that reaches to infinity. The density there comes from a deeper orbital, while the normal derivative of the HOMO survives in \(\tau\). Take as given the hydrogenic orbitals

\[
\phi_{1s}=\frac{e^{-r}}{\sqrt\pi},\qquad \phi_{2p_z}=\frac{z\,e^{-r/2}}{\sqrt{32\pi}} .
\]

On the plane \(z=0\) the density is \(\rho=e^{-2r}/\pi\). The 1s orbital contributes \(e^{-2r}/\pi\) to \(\tau\), and the derivative of \(2p_z\) along \(z\) contributes \(e^{-r}/(32\pi)\). Hence

\[
\frac\tau\rho=1+\frac{e^r}{32}.
\]

The correction is 0.49, 5.4 and 66 hartree at 5, 10 and 15 bohr, growing as \(e^{r/2}\). Along the \(z\) axis the same orbitals give the regular limit \(C/2=0.103\) hartree, with 0.098 reached at 40 bohr. At a fixed polar angle \(\theta\neq\pi/2\) the 1s terms die out, and \(\nabla(ze^{-r/2})=e^{-r/2}(\hat{\mathbf z}-\tfrac z2\hat{\mathbf r})\) gives \(\tau/\rho\approx\tfrac14-\tfrac1r+\tfrac1{r^2\cos^2\theta}\). For these fixed orbitals the limit \(C/2\) therefore holds in every direction off the nodal plane, but the last term, which comes from the node, is small beside \(\tfrac14\) only for \(r\gg2/|\cos\theta|\), a distance that grows without bound as the direction nears the plane. In a self-consistent calculation the growing barrier would act back on the orbitals, which the proof of (b) does not cover.

The minority channel of fluorine hides a related case: both occupied p orbitals vanish on the \(z\) axis, and the angular average removes this nodal line. Its constant of 0.2239 hartree belongs to the averaged potential.
